Why dopant concentration is not the same as free-carrier concentration

**Question**

I have a heavily donor-doped semiconductor layer. Chemical analysis says that nearly all the implanted donor atoms are still there after the anneal, but the free-electron density is far below the donor density. A larger dose hardly helped, and a second anneal at a lower temperature made things worse, although no dopant was lost.

I thought each donor supplied one electron, so that n should equal the donor concentration. Where are the missing electrons? And if I know both the chemical concentration and n, can I tell what went wrong?

**Answer**

"One donor, one electron" describes an isolated donor atom on a proper lattice site, ionized, in a crystal where nothing else captures its electron. Chemical analysis counts atoms whatever their surroundings. You therefore need two balances, one for atoms and one for charge.

**Counting atoms and charge**

Let C be the chemical donor concentration and s the concentration of isolated, ionized donors. Let N_in be the concentration of donor atoms held in neutral clusters or precipitates. Finally, let there be X complexes per unit volume, each containing j donor atoms and carrying charge −q in units of the elementary charge. A donor bound to a vacancy can be such a complex, with j = q = 1. The atoms add up to

C = s + N_in + jX.

Positive and negative charge must also balance. If holes are negligible,

s = n + qX, so n = s − qX.

The first balance gives s = C − N_in − jX. Inserting this in the second,

n = C − N_in − (j + q)X.

A donor in a neutral cluster costs one electron, its own. A donor–vacancy complex with j = q = 1 costs two: its donor no longer supplies a free electron, and its negative charge holds an electron supplied by another donor.

I assume that the isolated donors are fully ionized at the measurement temperature. In a lightly doped sample, cold donors can hold on to their electrons, and warming releases them without moving any atoms. For shallow donors in silicon, such as phosphorus or arsenic, this incomplete ionization fades as the donor states overlap: it can still be appreciable near 10¹⁹ cm⁻³, especially for arsenic, but it is practically gone towards 10²⁰ cm⁻³, so it would not explain a large loss in so heavily doped a layer. The formula also requires a positive result well above the intrinsic carrier density, and complexes that are all charged. What happens otherwise is worked out below.

**Why clusters win at high concentration**

Suppose m ionized donors and m electrons can combine into one neutral cluster:

m D⁺ + m e⁻ ⇌ D_m.

Let c be the cluster density, N the density of lattice sites, N_c the effective density of conduction-band states, and E_b the energy released on forming a cluster from m isolated ions and m electrons at the band edge. For dilute defects and a nondegenerate electron gas, the free energy per unit volume, F, satisfies

F/kT = s[ln(s/N) − 1] + c[ln(c/N) − 1] + n[ln(n/N_c) − 1] − cE_b/kT.

The first two terms count the ways of placing ions and clusters on the sites. I allow one cluster orientation per site and neglect any change of vibrational entropy. The third term belongs to the electrons, the last to the binding.

Forming one more cluster removes m ions and m electrons, so ds/dc = dn/dc = −m. The derivative of s[ln(s/N) − 1] with respect to s is ln(s/N), and the other terms behave alike. At the minimum,

0 = −m ln(s/N) + ln(c/N) − m ln(n/N_c) − E_b/kT.

Solving for c,

c = N(s/N)^m (n/N_c)^m exp(E_b/kT).

It is a minimum because the second derivative, m²/s + 1/c + m²/n, is positive.

Now take a layer with no compensating complexes, doped well above the intrinsic density at the anneal temperature. Then n = s, and

c = K s^(2m), K = N^(1−m) N_c^(−m) exp(E_b/kT).

Each cluster holds m atoms, so the atom balance becomes

C = s + mK s^(2m).

The power is 2m because both the ions and their electrons take part. It is convenient to define s₀ as the value of s at which isolated and clustered atoms are equal in number:

mK s₀^(2m−1) = 1, or s₀^(2m−1) = N^(m−1) N_c^m exp(−E_b/kT)/m.

With x = s/s₀, the balance reads C/s₀ = x + x^(2m). At low concentration the first term dominates and s ≈ C. At high concentration the second dominates and s grows as C^(1/(2m)).

Between these limits, let y = x^(2m−1), the ratio of clustered to isolated atoms. Then C = s(1 + y). Taking logarithms and using d ln y/d ln s = 2m − 1,

d ln C/d ln s = 1 + (2m − 1)y/(1 + y) = (1 + 2my)/(1 + y),

so

d ln s/d ln C = (1 + y)/(1 + 2my).

This falls from 1 towards 1/(2m). In this model extra dopant still raises the carrier density, but with a steadily poorer return.

**Numbers for three-atom clusters**

Take round model parameters, not those of a named material: m = 3, N = 5×10²² cm⁻³, E_b = 1.80 eV, and N_c = 5×10²⁰ cm⁻³ at an anneal temperature of 1300 K. There kT = 0.1120 eV, and

s₀⁵ = (5×10²²)² (5×10²⁰)³ exp(−1.80/0.1120)/3 ≈ 1.1×10¹⁰⁰ cm⁻¹⁵,

which gives s₀ ≈ 1.02×10²⁰ cm⁻³.

For C = 5×10²⁰ cm⁻³ we need x + x⁶ = 4.91. Numerical root finding gives x ≈ 1.24, hence s ≈ 1.26×10²⁰ cm⁻³. About 25% of the donors are active. The other 3.7×10²⁰ atoms per cm³ sit in about 1.2×10²⁰ clusters per cm³. The same calculation for other concentrations gives:

C = 1×10¹⁹ cm⁻³: practically 100% active
C = 1×10²⁰ cm⁻³: s = 7.9×10¹⁹ cm⁻³, 79% active
C = 1×10²¹ cm⁻³: s = 1.45×10²⁰ cm⁻³, 15% active

Going from 5×10²⁰ to 1×10²¹ cm⁻³ doubles the chemical concentration but raises the active one by only about 15%. At the upper end y = 5.9, so the local logarithmic slope is 6.9/36.3 = 0.19, already close to the limit 1/6.

Three approximations need attention. With a gap of 1.1 eV and equal effective densities of states in the two bands, the intrinsic density at 1300 K is N_c exp(−1.1/(2kT)) = 3.7×10¹⁸ cm⁻³. This is small beside s where clustering matters, so n = s is reasonable. A real gap shrinks on heating (silicon's is nearer 0.76 eV at 1300 K); with the same N_c that would give 1.7×10¹⁹ cm⁻³ and lower s by only about 1% at C = 1×10²⁰ to 5×10²⁰ cm⁻³.

The electrons, however, are not perfectly nondegenerate. Band filling puts their Fermi level higher than the nondegenerate formula says, which favours clusters. Replacing n/N_c in the cluster law by exp[(E_F − E_c)/kT], with the Fermi level E_F (measured from the band edge E_c) found numerically from Fermi–Dirac statistics, lowers s to 1.21×10²⁰ cm⁻³ at C = 5×10²⁰ cm⁻³. That is about 4% below the simple result. It also lowers the logarithmic slope, to 0.18 at C = 1×10²¹ cm⁻³, and 1/(2m) is the limit only for nondegenerate electrons.

The third approximation is larger. F treats ions and electrons as non-interacting, but at 10²⁰ cm⁻³ they are little more than a nanometre apart, and with a silicon-like permittivity their Coulomb energy, about 0.1 eV, is comparable to kT. Screening lowers the free energy of the dissolved ions and electrons and can raise s by tens of per cent. The numbers above therefore illustrate the trend, a poor return on extra dopant, and E_b is best read as an effective value rather than the binding energy of an isolated cluster.

**Why a cooler anneal can deactivate donors**

The formula for s₀ contains exp(−E_b/kT), so cooling favours the bound state. N_c also falls, as T^(3/2) in this model. At 1000 K, s₀ is 3.1×10¹⁹ cm⁻³. If the layer with C = 5×10²⁰ cm⁻³ reaches equilibrium there, its active density drops from 1.26×10²⁰ to 4.8×10¹⁹ cm⁻³, or 9.6% of the donors. Nearly 8×10¹⁹ electrons per cm³ have vanished without the loss of a single donor atom.

The condition is that atoms can still move enough to reach the new equilibrium. If they cannot, the hotter distribution stays frozen in. Free energy says which way the reaction tends, not how long it takes.

**Precipitates: a ceiling instead of a slow rise**

A large precipitate is a second phase in which each added donor–electron pair gains the same energy E_p, if surface energy is neglected. In solution, adding one ion and one electron changes the free energy by kT ln(s/N) + kT ln(n/N_c). Equilibrium with the precipitate requires

kT ln(s/N) + kT ln(n/N_c) = −E_p,

and therefore

sn = N N_c exp(−E_p/kT).

With n = s, the dissolved concentration is

S = √(N N_c) exp(−E_p/(2kT)).

If C < S, a pair has lower free energy in solution than in the precipitate, and everything dissolves. If C > S, the excess precipitates. Thus s = min(C, S).

This is the large-cluster limit of the previous result. Put E_b = mE_p into the expression for s₀ and let m grow. The powers of N and N_c both tend to 1/2, the factor m^(−1/(2m−1)) tends to 1, and s₀ tends to S. In x + x^(2m) = C/s₀, the second term vanishes for x < 1 and holds x at 1 once C exceeds S. The slow rise becomes a plateau.

For a separate example with E_p = 0.90 eV and the same N, N_c and 1300 K,

S = 5×10²¹ × exp[−0.90/(2 × 0.1120)] ≈ 9.0×10¹⁹ cm⁻³.

**What this does to an implanted dose**

Let the implanted profile be Gaussian, with dose Q, width σ and z measured from its peak:

C(z) = C_p exp(−z²/2σ²), C_p = Q/(σ√(2π)).

Assume that it lies wholly inside the crystal, does not spread during the anneal, and obeys the solubility limit locally. I also take the electron density to follow the active donor density. For C_p > S, the profile is capped where |z| < a. At the edge, C_p exp(−a²/2σ²) = S, so

a = σ√(2 ln(C_p/S)).

The active dose is the plateau plus two tails:

Q_a = 2Sa + 2∫ₐ^∞ C_p exp(−z²/2σ²) dz.

Substituting u = z/(√2σ) turns the tail term into C_pσ√(2π) erfc(a/√2σ), and the prefactor is Q. Hence

Q_a = 2Sa + Q erfc(a/√2σ).

To find the return on extra dose, differentiate, remembering that a depends on Q:

dQ_a/dQ = erfc(a/√2σ) + (da/dQ)[2S − 2C_p exp(−a²/2σ²)].

The bracket is zero by the definition of a. What remains is erfc(a/√2σ), the fraction of the implant lying in the tails. Atoms added to the capped region produce no extra electrons.

Take Q = 5×10¹⁵ cm⁻² and σ = 20 nm. Then C_p = 1.0×10²¹ cm⁻³, a = 44 nm, and the tails contain 2.8% of the dose:

Q_a = 7.9×10¹⁴ + 1.4×10¹⁴ = 9.3×10¹⁴ cm⁻².

Only 19% is active, leaving 4.1×10¹⁵ donors per cm² that supply no carriers. Doubling the dose widens the plateau to a = 50 nm and raises Q_a to 1.02×10¹⁵ cm⁻². Twice the dopant buys 10% more carriers, and the active fraction falls to 10%.

**Compensation: losing two electrons per complex**

Now consider donor–vacancy complexes with j = q = 1 and no neutral clusters. I take their concentration as given. The balance becomes

n = C − 2X.

With C = 1×10²⁰ and X = 3×10¹⁹ cm⁻³, there are 7×10¹⁹ isolated donors per cm³. Of their electrons, 3×10¹⁹ are held by the complexes, leaving n = 4×10¹⁹ cm⁻³. The same number of donors in neutral clusters would have left 7×10¹⁹ cm⁻³.

The formula reaches zero at X = C/2. Beyond that it turns negative, which signals that one of its assumptions has failed: there are no longer enough electrons to charge every complex. For X > s, nearly all donor electrons are held by complexes, so X⁻ ≈ s and X⁰ ≈ X − s. Let the complex level E_A lie Δ below the conduction-band edge, and let g be the ratio of the number of internal states of the neutral complex to that of the charged one. Equilibrium occupation gives

X⁻/X⁰ = (1/g) exp[(E_F − E_A)/kT],

so exp[(E_F − E_A)/kT] = gs/(X − s). Since n = N_c exp[−(E_c − E_F)/kT] and E_c − E_A = Δ,

n ≈ g N_c exp(−Δ/kT) s/(X − s).

Take X = 6×10¹⁹ cm⁻³, hence s = 4×10¹⁹ cm⁻³. At 300 K the model has N_c = 5.5×10¹⁹ cm⁻³. With Δ = 0.50 eV and g = 2, n ≈ 9×10¹¹ cm⁻³. A crystal with 10²⁰ donors per cm³ has become almost empty of free electrons. This estimate needs n to be much smaller than both s and X − s, and holes to be negligible; it does not apply right at X = s.

**Can C and n identify the cause?**

Not by themselves. For C = 1×10²⁰ and n = 4×10¹⁹ cm⁻³, either of these would do:

Neutral clusters holding 6×10¹⁹ donors per cm³, with 4×10¹⁹ charged centres left.
Donor–vacancy complexes at 3×10¹⁹ cm⁻³, with 7×10¹⁹ positive donors and 3×10¹⁹ negative complexes, or 1×10²⁰ charged centres in all.

The second crystal has 2.5 times as many charged scatterers at the same n. If they scattered independently and weakly, the sign of the charge would drop out of the rate, and this contribution to scattering would also be 2.5 times as large. At these densities in a silicon-like crystal the scattering is not weak: negative centres repel electrons and scatter them less than positive donors do, so the factor is smaller, nearer 2. Mobility is therefore a useful further clue, though neutral clusters and other defects scatter too.

It also means that resistance alone is a poor carrier count. Conductivity is enμ, with e the elementary charge and μ the mobility, so a low value may reflect few carriers, low mobility or both. In your case, the weak response to dose and the loss after a cooler anneal are what clustering or precipitation would produce, but they do not rule out compensation. To separate the possibilities you need information on where the donor atoms sit and what charge the defects carry, besides how many atoms there are.
